# Precursor flow from a saturated bubbler

## The decision: which carrier flow to set

A deposition recipe asks for a certain flow of precursor, but the mass-flow controller on a bubbler meters the carrier gas. The calculation must turn one flow into the other, and two choices decide the answer: whether the vapour pressure is divided by the total pressure or by the carrier's share of it, and where that total pressure is taken. With a vapour pressure of 20 Torr, a headspace at 100 Torr and 100 sccm of carrier, the first choice decides between 20 and 25 sccm of precursor.

The result to implement is

$$F_v=F_c\,\frac{p_v}{P-p_v},\qquad p_v<P. \tag{1}$$

Here $F_c$ and $F_v$ are the molar flows of carrier and precursor vapour, $p_v$ is the equilibrium vapour pressure at the temperature $T$ of the liquid, and $P$ is the total pressure where gas and liquid last equilibrate, normally the headspace of the bubbler.

The assumptions are steady flow, ideal gases, a dry carrier that neither reacts with the liquid nor dissolves appreciably in it, a gas that leaves saturated, and no condensation downstream. Flows may be counted in moles or molecules, since (1) contains their ratio. One sccm is the molar flow of $1\ \mathrm{cm^3/min}$ of ideal gas at 273.15 K and 1 atm.

## Equilibrium between liquid and gas

Take $N$ carrier molecules in contact with excess liquid at fixed $T$ and $P$, and let $n$ precursor molecules evaporate. The equilibrium $n$ minimizes the Gibbs energy $G$.

In an ideal mixture the partial pressures are $NP/(N+n)$ for the carrier and $nP/(N+n)$ for the vapour. With a reference pressure $p^\circ$, the chemical potentials are

$$\mu_c=\mu_c^\circ+k_BT\ln\frac{NP}{(N+n)p^\circ},\qquad
\mu_v=\mu_v^\circ+k_BT\ln\frac{nP}{(N+n)p^\circ}.$$

The vapour pressure is defined by coexistence of the pure liquid and its vapour, so the liquid has

$$\mu_l=\mu_v^\circ+k_BT\ln\frac{p_v}{p^\circ}.$$

The small change of $\mu_l$ when the carrier presses on the liquid is neglected here and included in the non-ideality estimate below. If there are $M$ precursor molecules in all, $G=N\mu_c+n\mu_v+(M-n)\mu_l$. In $n(\mu_v-\mu_l)$ the reference terms cancel. Dropping everything independent of $n$, dividing by $Nk_BT$ and writing $r=n/N$ gives

$$g(r)=-\ln(1+r)+r\ln\frac{rP}{(1+r)p_v}. \tag{2}$$

The first term comes from the carrier, whose partial pressure falls as vapour dilutes it. Differentiating,

$$g'(r)=-\frac1{1+r}+\ln\frac{rP}{(1+r)p_v}+r\left(\frac1r-\frac1{1+r}\right).$$

The terms outside the logarithm add to $-1/(1+r)+1-r/(1+r)=0$, so

$$g'(r)=\ln\frac{rP}{(1+r)p_v},\qquad
g''(r)=\frac1r-\frac1{1+r}=\frac1{r(1+r)}>0. \tag{3}$$

The stationary point is therefore a minimum. It lies where the logarithm vanishes:

$$\frac{r}{1+r}=\frac{p_v}{P}
\;\Rightarrow\; rP=p_v+rp_v
\;\Rightarrow\; r=\frac{p_v}{P-p_v}. \tag{4}$$

The left side of the first equation is the vapour mole fraction $y$. The vapour thus has partial pressure $p_v$, and the carrier has the remainder, $P-p_v$.

## From composition to flow

In steady state no carrier accumulates, so the carrier flow leaving equals $F_c$. Let the outlet gas have vapour partial pressure $p$, and let the flow carry both species together, with diffusion along the outlet tube neglected. Then $y=p/P$ and

$$F_v=y(F_c+F_v)\;\Rightarrow\;(1-y)F_v=yF_c
\;\Rightarrow\;F_v=F_c\frac{p}{P-p}. \tag{5}$$

Saturation means $p=p_v$, which gives (1). Equation (5) also covers an unsaturated outlet if its actual partial pressure is known.

To find the controller setting for a wanted precursor flow, invert (1): $F_c=F_v(P-p_v)/p_v$. The total flow into the delivery line is $F_c+F_v=F_cP/(P-p_v)$.

## Why the denominator is not the total pressure

A bubble at constant pressure swells as vapour enters. Its volume grows from $V_0=Nk_BT/P$ to $V=(N+n)k_BT/P$, so

$$\frac{V}{V_0}=1+r=\frac{P}{P-p_v}.$$

The vapour fills the larger volume at partial pressure $p_v$:

$$\frac nN=\frac{p_vV}{Nk_BT}=\frac{p_v}{P}\,\frac{V}{V_0}=\frac{p_v}{P-p_v}.$$

In a rigid cell first filled with carrier at pressure $P$, the factor $V/V_0$ is one. The vapour again reaches $p_v$, but now $r=p_v/P$, and the total pressure rises to $P+p_v$. For the example, the rigid cell holds 0.20 vapour molecules per carrier molecule and the bubble holds 0.25.

The dilute formula $F_cp_v/P$ thus omits the swelling. Its ratio to (1) is $(P-p_v)/P=1-p_v/P$, so it falls short of the saturated flow by the fraction $p_v/P$. It is adequate when that fraction is smaller than the accuracy required.

## Near boiling, and when the pressure is not imposed

As $P$ falls towards $p_v$ at fixed temperature, the carrier's share shrinks and (1) diverges. If $P$ is held at or below $p_v$, then $P/p_v\le1$ and $r/(1+r)<1$, so (3) gives $g'(r)<0$ for every $r$. The free energy has no minimum: the liquid boils, and the supply of heat limits the flow. An implementation should reject $p_v\ge P$ and not return the negative or infinite value of (1).

If the downstream pressure $P_d$ is imposed instead, the headspace finds its own pressure. Suppose the outlet restriction passes a total molar flow $C(P-P_d)$ with constant $C$. Equating this to the saturated total flow gives

$$C(P-P_d)=\frac{F_cP}{P-p_v}
\;\Rightarrow\;
P^2-\left(P_d+p_v+\frac{F_c}{C}\right)P+P_dp_v=0. \tag{6}$$

With $b=P_d+p_v+F_c/C$, the required root is

$$P=\frac{b+\sqrt{b^2-4P_dp_v}}{2}.$$

To see why, put $P=p_v$ or $P=P_d$ into the quadratic. It equals $-F_cp_v/C$ or $-F_cP_d/C$, both negative, so both pressures lie between its roots. The larger root exceeds both, as outward flow and saturation require.

A reactor pressure below $p_v$ therefore does not by itself rule out steady operation: the restriction can hold the headspace above $p_v$, provided the liquid receives enough heat to stay at $T$. If $F_c\to0$ with $p_v>P_d$, then $P\to p_v$ and the outlet carries pure vapour at the flow $C(p_v-P_d)$.

## Sensitivity to temperature and pressure

Along the coexistence line the chemical potentials of liquid and vapour change equally: $-s_l\,dT+v_l\,dp=-s_v\,dT+v_v\,dp$, with entropies $s$ and volumes $v$ per molecule. The heat of vaporization per molecule is $L=T(s_v-s_l)$. Neglecting $v_l$ beside $v_v=k_BT/p$,

$$\frac{dp_v}{dT}=\frac{L}{T(v_v-v_l)}\simeq\frac{Lp_v}{k_BT^2}.$$

For constant $L$, dividing by $p_v$ and integrating from $T_0$, where the vapour pressure is $p_0$, gives

$$p_v(T)=p_0\exp\left[-\frac{L}{k_B}\left(\frac1T-\frac1{T_0}\right)\right]. \tag{7}$$

Now write $\ln F_v=\ln F_c+\ln p_v-\ln(P-p_v)$. At fixed $F_c$ and $T$, differentiation with respect to $\ln P$ gives $-P/(P-p_v)$. At fixed $F_c$ and $P$, differentiation with respect to $\ln p_v$ gives $1+p_v/(P-p_v)=P/(P-p_v)$. Hence

$$\frac{\partial\ln F_v}{\partial\ln P}=-\frac{P}{P-p_v},\qquad
\frac{\partial\ln F_v}{\partial T}=\frac{L}{k_BT^2}\,\frac{P}{P-p_v}. \tag{8}$$

The swelling factor amplifies errors in both settings, and it grows towards boiling.

## Worked example

The parameters are round: $p_v=20$ Torr at 340 K, $L=0.50$ eV per molecule, $P=100$ Torr and $F_c=100$ sccm. Equation (1) gives

$$F_v=100\times\frac{20}{100-20}=25\ \mathrm{sccm}.$$

This is $1.86\times10^{-5}$ mol/s. The delivery line must carry 125 sccm in total. With a liquid molar volume of 230 cm³/mol, consumption is $1.86\times10^{-5}\times230\times3600\approx15$ cm³/h. The dilute formula gives 20 sccm, which is 20% below the saturated flow.

The factor $P/(P-p_v)$ is 1.25. For small changes, the flow therefore falls by 1.25% per 1% rise in headspace pressure and rises at about 6.3% per kelvin of liquid temperature. With carrier flow and liquid temperature held fixed, the headspace pressure changes the precursor flow as follows.

| $P$ (Torr) | $F_v$ (sccm) |
|---:|---:|
| 25 | 400 |
| 50 | 66.7 |
| 100 | 25.0 |
| 200 | 11.1 |
| 760 | 2.70 |

Halving the pressure from 100 to 50 Torr multiplies the flow by 2.7, because the carrier's share falls from 80 to 30 Torr. At 25 Torr the flow is sixteen times that at 100 Torr, and so is the heat needed to sustain it. The assumption of a fixed liquid temperature is then far harder to meet.

## What the ideal model leaves out

Each correction below is taken alone and stated relative to 25 sccm. The transport, virial and solubility inputs are rough assumptions, so the results are estimates of size.

**Evaporative cooling.** Let the bath supply heat through a conductance $K=1.0$ W/K, with the carrier preheated. The liquid temperature then satisfies

$$K(T_{\rm bath}-T)=\dot N_v(T)\,L,$$

where $\dot N_v$ is the number of molecules evaporating per second, from (1) and (7). Solving numerically for $T$ gives a heat load of 0.85 W and a liquid 0.85 K below the bath. The flow falls to 23.7 sccm, a change of −5.2%. A thermometer in the liquid removes this error from the calculation; one in the bath does not.

**Pressure at the inlet.** For a liquid density of 0.90 g/cm³ and an inlet 5.0 cm deep, the hydrostatic pressure is 3.3 Torr. If the gas saturated at the inlet and took up nothing afterwards, the flow would be 4.0% lower. A bubble that keeps exchanging vapour does better. To follow one, let $p=Pr/(1+r)$ be its vapour partial pressure at local pressure $P$, and integrate

$$\frac{dr}{dt}=\kappa a\,\frac{p_v-p}{P_h}$$

numerically. Here $P_h=100$ Torr is the headspace pressure, $a$ is the surface area relative to that of the vapour-free bubble at $P_h$, and $\kappa=10^4\ \mathrm{s^{-1}}$ is an assumed fast exchange rate. With the pressure falling linearly to $P_h$ over 0.20 s, the bubble ends at $r=0.24999$, against 0.25 from (4). In this fast-exchange limit the headspace pressure is the one that counts. The assumed rate is far above the diffusive filling rate $\pi^2D/R^2\approx25\ \mathrm{s^{-1}}$ of the bubble treated in the next paragraph. That bubble lags behind the falling pressure and keeps part of the 4.0% deficit, about 0.6% of the flow, in addition to its incomplete saturation.

**Incomplete saturation.** Treat the bubble as a sphere of fixed radius $R$, initially free of vapour and saturated at its surface. Let $u(s,t)$ be the missing fraction of the saturated concentration at radius $s$. Then $w=su$ obeys $\partial_tw=D\,\partial_s^2w$, with $w=0$ at $s=0$ and $s=R$, and $w=s$ initially. The sine series of this initial function gives

$$w=\sum_{n=1}^{\infty}\frac{2R(-1)^{n+1}}{n\pi}\sin\frac{n\pi s}{R}\;e^{-n^2\pi^2Dt/R^2}.$$

The volume average of $u$ is $(3/R^3)\int_0^R s\,w\,ds$. Since $\int_0^R s\sin(n\pi s/R)\,ds=R^2(-1)^{n+1}/(n\pi)$, the unsaturated fraction is

$$\epsilon=\sum_{n=1}^{\infty}\frac{6}{n^2\pi^2}e^{-n^2\pi^2Dt/R^2}.$$

For $R=4.0$ mm, $D=0.40$ cm²/s and $t=0.20$ s, $Dt/R^2=0.50$ and $\epsilon=0.44\%$. Using $p=(1-\epsilon)p_v$ in (5) lowers the flow by 0.55%. The fixed radius leaves out the swelling, which slows the filling. A bubble that starts at 4.0 mm ends near $4.0\times1.25^{1/3}=4.3$ mm, and using that larger radius throughout gives a loss of 1.1%; the loss for the swelling bubble lies between the two values. Larger bubbles or a shorter rise increase it.

**Non-ideal gas and compressed liquid.** Take the molar gas volume as $RT/P+B$, where $R$ is now the gas constant and $B=2y(1-y)B_{cv}+y^2B_{vv}$; the carrier's own coefficient is set to zero. Integrating the extra volume over pressure adds $BP$ per mole of gas. The liquid's chemical potential gains $B_{vv}p_v$ from its coexistence with real vapour and $v_m(P-p_v)$ from compression, where $v_m$ is its molar volume. The free energy (2) therefore acquires

$$\Delta g=\frac1{RT}\left\{P\,\frac{2rB_{cv}+r^2B_{vv}}{1+r}-r\left[B_{vv}p_v+v_m(P-p_v)\right]\right\}.$$

With $B_{vv}=-3000$ and $B_{cv}=-200$ cm³/mol, numerical minimization of $g+\Delta g$ near the ideal root raises the flow by 0.55%.

**Dissolved carrier.** Assume a dissolved mole fraction of 0.0020 at 1 atm, proportional to the carrier's partial pressure. At 80 Torr it is $2.1\times10^{-4}$. Lowering $p_v$ by this fraction changes the flow by −0.03%.

**A cold delivery line.** If the line is at 330 K and still at 100 Torr, (7) gives a vapour pressure there of 11.9 Torr. Vapour condenses until the gas is saturated at the line temperature, leaving $100\times11.9/(100-11.9)\approx13.5$ sccm, a loss of 46%. At lower line pressure the vapour's partial pressure also falls, so the condition for no condensation is $yP_{\rm line}<p_v(T_{\rm line})$ at every point.

## Comparison with a real source

The vapour pressure, heat of vaporization and liquid volume are rough values in the regime of tetraethoxysilane, a liquid silicon source for oxide deposition. They are not a fitted data set, and a process calculation should use a vapour-pressure curve valid for the actual liquid and temperature range. The heat conductance, bubble size and rise time depend on the vessel and flow, and the values here are assumed. A real bubbler does not hold its evaporating liquid at the bath temperature; for the assumed 1.0 W/K, that alone moves the answer from 25 to about 24 sccm. A line 10 K colder than the bath, at the same total pressure, matters far more, so under these conditions line heating deserves attention before corrections for gas non-ideality.
